# Estimating Methane's C6 Coefficient from London's Formula

## Problem

Methane is the simplest molecular relative of the methyl groups in carbon-doped low-k dielectric films. Two methane molecules have no net charge and no permanent dipole moment, yet they attract each other at a distance. When their separation is large compared with their size, but not so large that the travel time of light matters, the attraction has the form

$$E(R)=-\frac{C_6}{R^6},$$

where $R$ is the distance between the centres. Take a polarizability volume $\alpha=2.6$ Å$^3$ and a characteristic excitation energy $I=12.6$ eV, which is roughly methane's ionization energy.

**(a)** Represent each molecule by a charge bound isotropically to its centre. Derive $C_6$ in terms of the polarizability and the oscillator frequency.

**(b)** Estimate $C_6$ for methane in atomic units, and decide how many of its digits the inputs support.

**(c)** A real molecule has many transitions. Find which single energy would make the formula of part (a) correct, and judge the choice $I=12.6$ eV.

**(d)** Evaluate the energy of a pair at $R=4$ Å, roughly a contact distance, and find out which neglected effects matter there.

The algebra uses atomic units: $\hbar$, the electron's mass, the elementary charge and $4\pi\varepsilon_0$ are all 1. Energies are then in hartree ($E_h$), lengths in bohr ($a_0$), and $C_6$ in $E_h a_0^6$.

## Solution

### (a) Two coupled oscillators

**The molecule.** A charge $q$ of mass $m$ is bound to a fixed charge $-q$ by a spring of frequency $\omega_0$, the same in all directions. A static field $F$ displaces it until the forces balance, $qF=m\omega_0^2 a$. The induced dipole is $qa=q^2F/(m\omega_0^2)$, so

$$\alpha=\frac{q^2}{m\omega_0^2}.$$

**The coupling.** Put molecule A at the origin and B at distance $R$ along $z$. Their moving charges are displaced by $\mathbf a$ and $\mathbf b$ from their own centres. The Coulomb energy between the molecules has four terms:

$$V=q^2\left[\frac1R-\frac1{|R\hat{\mathbf z}+\mathbf b|}-\frac1{|R\hat{\mathbf z}-\mathbf a|}+\frac1{|R\hat{\mathbf z}+\mathbf b-\mathbf a|}\right].$$

For a small displacement $\mathbf d$, write $|R\hat{\mathbf z}+\mathbf d|^2=R^2(1+\epsilon)$ with $\epsilon=2d_z/R+d^2/R^2$. Using $(1+\epsilon)^{-1/2}=1-\epsilon/2+3\epsilon^2/8-\dots$ and keeping terms up to second order in $\mathbf d$,

$$\frac1{|R\hat{\mathbf z}+\mathbf d|}=\frac1R-\frac{d_z}{R^2}+\frac{3d_z^2-d^2}{2R^3}+\dots$$

In $V$ the constants cancel because each molecule is neutral. The linear terms are $+b_z-a_z-(b_z-a_z)=0$. Of the quadratic terms, those in $\mathbf a$ alone or $\mathbf b$ alone cancel too, and the cross terms remain:

$$V=\frac{q^2}{R^3}\left(\mathbf a\cdot\mathbf b-3a_zb_z\right)=\frac{q^2}{R^3}\left(a_xb_x+a_yb_y-2a_zb_z\right).$$

This is the interaction of two dipoles. It has the form $g\,q^2ab/R^3$ for each direction, with $g=1,1,-2$ for $x,y,z$.

**Normal modes.** The three directions are independent. For one of them, the potential energy is

$$U=\tfrac12m\omega_0^2(a^2+b^2)+\frac{g q^2}{R^3}ab.$$

Define $s_\pm=(a\pm b)/\sqrt2$. Then $a^2+b^2=s_+^2+s_-^2$ and $ab=(s_+^2-s_-^2)/2$, while the kinetic energy keeps its form with the same mass. The two modes separate:

$$U=\tfrac12m\omega_+^2s_+^2+\tfrac12m\omega_-^2s_-^2,\qquad \omega_\pm^2=\omega_0^2\pm\frac{gq^2}{mR^3}=\omega_0^2\left(1\pm\frac{g\alpha}{R^3}\right).$$

One mode is softened and the other stiffened. The square root is concave, so the softened mode loses more zero-point energy than the stiffened one gains. With $u=g\alpha/R^3$ and $\sqrt{1\pm u}=1\pm u/2-u^2/8\pm\dots$, the change in ground-state energy for one direction is

$$\tfrac12(\omega_++\omega_-)-\omega_0=\tfrac12\omega_0\left(-\frac{u^2}{4}\right)+\dots=-\frac{\omega_0g^2\alpha^2}{8R^6}+\dots$$

The terms linear in $u$ have cancelled, which is why the energy falls as $R^{-6}$ although the coupling falls as $R^{-3}$. Summing over directions with $1+1+4=6$,

$$E=-\frac34\,\frac{\alpha^2\omega_0}{R^6},\qquad C_6=\frac34\,\alpha^2\omega_0.$$

London's estimate for a molecule replaces $\omega_0$ by a characteristic energy $I$:

$$\boxed{C_6\approx\frac34\,\alpha^2I}$$

The factor 3/4 has been derived for the oscillator model. The choice of the ionization energy for $I$ has not: it is an assumption, examined in part (c).

### (b) The number for methane

In atomic units the inputs are

$$\alpha=\frac{2.6}{(0.529177)^3}=17.546,\qquad I=\frac{12.6}{27.21139}=0.46304.$$

Therefore

$$C_6=0.75\times(17.546)^2\times0.46304=0.75\times307.85\times0.46304=106.9\approx107\ E_ha_0^6.$$

The formula can also be used directly in the original units, because a polarizability volume needs no further electrical constant:

$$C_6=0.75\times(2.6)^2\times12.6=63.9\ \text{eV Å}^6.$$

Small input errors enter as

$$\frac{\delta C_6}{C_6}\approx2\,\frac{\delta\alpha}{\alpha}+\frac{\delta I}{I}.$$

If each input is uncertain by half a unit in its last digit, the two contributions are $2\times0.05/2.6=3.8\%$ and $0.05/12.6=0.4\%$. Direct evaluation at the ends of these intervals gives 102.4 and 111.5 atomic units. The inputs therefore support at most two digits, $C_6\approx1.1\times10^2$ atomic units, and even the second is not certain, since the lower end of the range rounds to $1.0\times10^2$. The third digit of 107 records the arithmetic rather than knowledge of methane. The polarizability dominates this uncertainty because it enters squared and is given to fewer digits.

### (c) Which energy belongs in the formula?

**Many transitions.** Let $\omega_i$ be the excitation energies of one molecule. Methane is tetrahedral, so the excited states that a dipole operator can reach from its ground state come in sets of three, one for each direction. Let $d_i$ be the squared transition dipole for one direction of set $i$.

In a field $F$ the second-order energy is $-F^2\sum_i d_i/\omega_i$. Setting this equal to $-\alpha F^2/2$ gives

$$\alpha=\sum_i a_i,\qquad a_i=\frac{2d_i}{\omega_i},$$

where $a_i$ is the share of the polarizability due to set $i$.

Now apply second-order perturbation theory to the dipole coupling of two molecules. The first-order energy vanishes because neither molecule has a permanent dipole. In second order both molecules are excited together, at the cost $\omega_i+\omega_j$. For direction $k$ the squared matrix element is $g_k^2d_id_j/R^6$, and again $\sum_kg_k^2=6$. Hence

$$C_6=6\sum_{ij}\frac{d_id_j}{\omega_i+\omega_j}.$$

Substituting $d_i=a_i\omega_i/2$ produces a factor $6/4$:

$$C_6=\frac32\sum_{ij}a_ia_j\frac{\omega_i\omega_j}{\omega_i+\omega_j}.$$

With a single transition this becomes $\tfrac32\alpha^2\omega_0/2=\tfrac34\alpha^2\omega_0$, as in part (a).

**The effective energy.** Define $\omega_{\rm eff}$ as the energy that makes $C_6=\frac34\alpha^2\omega_{\rm eff}$ true. Solving for it,

$$\omega_{\rm eff}=\frac{4C_6}{3\alpha^2}=\sum_{ij}\frac{a_ia_j}{\alpha^2}\,\frac{2\omega_i\omega_j}{\omega_i+\omega_j}.$$

The weights $a_ia_j/\alpha^2$ are positive and add up to 1. The last factor is the harmonic mean of two transition energies and lies between them. So $\omega_{\rm eff}$ is an average over the whole absorption spectrum and cannot lie below the lowest dipole-active transition. Nothing ties it to the ionization energy, which marks where the continuum begins.

**Methane.** The transitions can be calculated by time-dependent Hartree–Fock theory (TDHF). The calculation here uses a C–H bond length of 1.09 Å, with the aug-cc-pVTZ basis on carbon and aug-cc-pVDZ on hydrogen. It leaves out electron correlation beyond this level and molecular vibrations, and its basis is finite, so it is a comparison and not an exact reference. It gives

- $\alpha=2.38$ Å$^3$ and $C_6=118$ atomic units;
- $\omega_{\rm eff}=16.6$ eV;
- a lowest dipole-active transition at 11.0 eV.

The last digits of these values depend on the basis: across augmented double- and triple-zeta bases $\alpha$ ranges from 2.37 to 2.39 Å$^3$ and $\omega_{\rm eff}$ from 16.5 to 16.6 eV. With aug-cc-pVDZ on all atoms, $C_6$ changes by less than 1%. In that smaller basis, the polarizability found from the energy in a weak static field agrees with the one found from the transitions: both are 2.37 Å$^3$.

The effective energy is well above 12.6 eV. In the larger basis, transitions above 12.6 eV supply 82% of the polarizability (81 to 83% in other augmented bases). Pairs in which both transitions lie above that energy therefore carry $0.82^2\approx0.67$ of the weight in $\omega_{\rm eff}$, and each has a harmonic mean above 12.6 eV. Somewhat more than 60% of the polarizability comes from above the calculation's own ionization threshold of 14.8 eV; the exact share depends on the basis. Much of the response thus belongs to the continuum, represented here by discrete states of the finite basis.

There are also transitions below 12.6 eV. For this reason London's formula with the ionization energy is not guaranteed to be a lower bound, even when $\alpha$ is exact. The guaranteed bound, $C_6\ge\frac34\alpha^2\omega_{\min}$, uses the lowest dipole-active transition.

**Reading the agreement.** London's value is 0.906 times the TDHF value, a difference of 9%. This ratio is a product of two factors:

$$\frac{C_6^{\rm London}}{C_6^{\rm TDHF}}=\left(\frac{\alpha}{\alpha^{\rm TDHF}}\right)^2\frac{I}{\omega_{\rm eff}}=1.193\times0.760.$$

The larger input polarizability raises the estimate by 19%, and the lower energy reduces it by 24%. Their partial cancellation makes the agreement closer than the choice of energy alone would. If $\alpha=2.6$ Å$^3$ is kept and only the energy is replaced by the TDHF effective energy, the result is $106.9/0.760\approx141$ atomic units. Values inferred from measured optical data are roughly 130, so London's 107 is low by about a fifth on that rough scale.

### (d) A pair at 4 Å

The London energy is

$$E=-\frac{63.88}{4^6}\ \text{eV}=-0.0156\ \text{eV}.$$

At 300 K, $k_BT=0.0259$ eV, so this attraction is about 0.6 of the thermal energy. The electronic oscillators themselves remain in their ground state, since $k_BT/I\approx0.002$.

The formula assumes that $R$ is large compared with the molecules. At contact this has to be questioned, and the corrections differ greatly in size.

**Higher orders of the dipole coupling.** The next even term in each square root is $-5u^4/128$. The two modes of one direction then contribute $-5\omega_0u^4/128$ to the energy. With $\sum g^4=1+1+16=18$, the correction relative to the London energy is

$$\frac{(5/128)\times18\,(\alpha/R^3)^4}{(3/4)(\alpha/R^3)^2}=\frac{15}{16}\left(\frac{\alpha}{R^3}\right)^2.$$

Here $\alpha/R^3=2.6/64=0.041$, and the correction is 0.15%. Solving for the modes without expanding the square roots gives the same size. Within the dipole model, the leading term is amply accurate.

**Quadrupoles.** The dipole model itself is less secure. The third-order term in the expansion of $1/|R\hat{\mathbf z}+\mathbf d|$ is $-(5d_z^3-3d_zd^2)/(2R^4)$. Setting $\mathbf d=\mathbf b-\mathbf a$ and keeping the part linear in $\mathbf a$ and quadratic in $\mathbf b$ gives

$$\frac1{R^4}\left[3a_z\,\frac{3b_z^2-b^2}{2}-3a_xb_xb_z-3a_yb_yb_z\right].$$

This couples a dipole on A to a quadrupole on B. In terms of the equally normalized quadrupole components $(3b_z^2-b^2)/2$, $\sqrt3\,b_xb_z$ and $\sqrt3\,b_yb_z$, the coefficients are $3,-\sqrt3,-\sqrt3$, and their squares add up to 15. Let $Q_j$ be the squared transition quadrupole of state $j$, averaged over the five components. Averaging over molecular orientations and adding the case with A and B exchanged gives a further energy $-C_8/R^8$ with

$$C_8=30\sum_{ij}\frac{d_iQ_j}{\omega_i+\omega_j}.$$

The sum over $i$ counts each set of three once, while $j$ runs over individual states. With the TDHF transitions of the larger basis, and quadrupoles taken about the carbon atom, $C_8$ is about 4400 atomic units; other augmented bases give between 4300 and 4500. At 4 Å this term is about 65% of the TDHF $C_6$ term, and 64 to 67% across those bases. So large a ratio shows that the $C_6$ term alone does not describe the dispersion energy at this distance. It does not tell how quickly the later terms of the expansion decrease. Because the ratio falls as $R^{-2}$, it would be about 16% at 8 Å.

**Overlap.** The electron clouds of the two molecules also overlap, which the expansion ignores. A Hartree–Fock calculation contains the resulting repulsion, together with the electrostatic and induction energies, but no dispersion. Take two molecules of equal orientation, displaced by 4 Å along an axis that bisects an H–C–H angle. In the cc-pVDZ basis, with each single molecule calculated in the basis of the pair, the interaction is $+0.0142$ eV. Bases with diffuse functions lower this by about 0.0005 eV (aug-cc-pVTZ gives $+0.0137$ eV), so only $+0.014$ eV is secure. This nearly cancels the London energy. The result depends strongly on orientation, because the repulsion grows quickly when hydrogen atoms of the two molecules come close to each other. Overlap can also change the dispersion energy, an effect not calculated here. The figure $-0.0156$ eV is therefore a scale for the attraction, not a binding energy.

**A third molecule.** Dispersion energies do not simply add. For three model oscillators at the corners of an equilateral triangle of side 4 Å, the normal modes give an energy whose magnitude is 1.2% smaller than the sum of the three pair energies. This is a minor effect for the triangle, though it does not settle the effect of a dense surrounding.

**Retardation.** The derivation used the instantaneous Coulomb interaction. That requires light to cross the distance in much less than an oscillation time, or $R\ll\hbar c/I=157$ Å. At 4 Å the ratio is 0.026, and retardation can be neglected. At separations approaching 157 Å it cannot, and the $R^{-6}$ law fails from the other side.

**Methyl groups in a film.** In a carbon-doped oxide film, a methyl group is bonded to silicon, so its response is neither that of free methane nor isotropic. Where its neighbours are near contact, the large-distance formula is also unreliable. For free methane, $C_6\approx107$ atomic units gives the right order of magnitude, although part (c) showed that the ionization energy is too low as the effective energy. A value for the methyl group in the film would need that group's own polarizability and effective energy. The assumption most clearly broken at a spacing of 4 Å is that of large separation: for methane, the quadrupole term alone adds about 0.011 eV of attraction, and in the one orientation calculated above the Hartree–Fock repulsion is of similar size. The change caused by the bond to silicon has not been calculated here. The film's mechanical cohesion comes mainly from its covalent network, so it should not be inferred from this coefficient.

The full set of computed values is in the numerical output below.

## Table of computed values

```
Input polarizability volume: 2.6 angstrom^3
Input transition energy: 12.6 eV
Bohr radius: 0.529177 angstrom
Hartree energy: 27.21139 eV
Polarizability: 17.546 a.u.
Transition energy: 0.46304 a.u.
Polarizability squared: 307.85 a.u.
London C6: 106.91 a.u.
London C6: 63.88 eV angstrom^6
C6 from normal modes at 30 bohr: 106.91 a.u.
C6 range from input rounding: 102.4 to 111.5 a.u.
Sum of squared dipole couplings: 6.000 (no unit)
Distance of the example: 4.0 angstrom
London pair energy there: -0.01560 eV
Thermal energy kT at 300 K: 0.02585 eV
C-H bond length in TDHF: 1.09 angstrom
TDHF basis: aug-cc-pVDZ
  polarizability volume: 2.374 angstrom^3
  C6: 117.7 a.u.
  effective energy: 16.64 eV
  lowest dipole-active transition: 11.02 eV
  threshold (minus HOMO energy): 14.79 eV
  share of alpha above threshold: 60.9 %
  share of alpha above input energy: 81.3 %
  C8: 4285 a.u.
  C8 term / C6 term: 63.7 %
TDHF basis: C aug-cc-pVTZ, H aug-cc-pVDZ
  polarizability volume: 2.381 angstrom^3
  C6: 118.0 a.u.
  effective energy: 16.59 eV
  lowest dipole-active transition: 11.04 eV
  threshold (minus HOMO energy): 14.81 eV
  share of alpha above threshold: 63.5 %
  share of alpha above input energy: 81.6 %
  C8: 4418 a.u.
  C8 term / C6 term: 65.5 %
Finite-field alpha, aug-cc-pVDZ: 2.374 angstrom^3
London C6 / TDHF C6 (larger basis): 0.906
  factor from alpha squared: 1.193
  factor from energy: 0.760
HF/cc-pVDZ pair interaction: +0.01417 eV
Higher dipole orders / London: 0.155 %
Three-body / three pairs: -1.22 %
hbar c / I: 156.6 angstrom
R / (hbar c / I): 0.0255 (no unit)
```
